# Relativistic virial theorem and component norms in a Coulomb field

## The decision

A calculation on a heavy atom has to settle whether an electron density may be built from the large components of the Dirac orbitals alone. Dropping the small component of an occupied orbital loses the charge $N_S$, the integral of its squared modulus. The losses of all electrons add. If their sum is far below the accuracy wanted, the omission is harmless for the total charge; if not, the small components must be kept or their loss compensated.

For an electron in the field of a point nucleus, $N_S$ follows from the energy of the level, with no wavefunction needed. I start with the lowest state, where everything can be solved in a few lines, and then ask how much of the result survives for other levels and other potentials.

## Setting and radial equations

The Hamiltonian is

$$H=c\,\boldsymbol\alpha\cdot\mathbf p+\beta mc^2+V(r),\qquad V=-\frac{\zeta\hbar c}{r},\qquad \zeta=Z\alpha,$$

where the plain $\alpha$ is the fine-structure constant. The nucleus is a fixed point charge and radiative corrections are left out. In the algebra $\hbar=m=c=1$, so energies are in $mc^2$ and lengths in $\hbar/mc$. In the standard representation $\beta$ is $+1$ on the upper two components $u$ and $-1$ on the lower two, $w$, and $H\psi=E\psi$ reads

$$\boldsymbol\sigma\cdot\mathbf p\,w=(E-V-1)u,\qquad \boldsymbol\sigma\cdot\mathbf p\,u=(E-V+1)w .$$

"Large" and "small" mean $u$ and $w$ in this representation; a unitary transformation that mixes them can change the norms.

To separate the angles, use $(\boldsymbol\sigma\cdot\mathbf r)(\boldsymbol\sigma\cdot\mathbf p)=\mathbf r\cdot\mathbf p+i\boldsymbol\sigma\cdot\mathbf L$. Multiplying by $\sigma_r/r$, with $\sigma_r=\boldsymbol\sigma\cdot\mathbf r/r$ and $\sigma_r^2=1$, gives

$$\boldsymbol\sigma\cdot\mathbf p=-i\sigma_r\left(\partial_r-\frac{\boldsymbol\sigma\cdot\mathbf L}{r}\right).$$

The normalized spinors $\Omega_\kappa$ have definite $j$, $m_j$ and $\boldsymbol\sigma\cdot\mathbf L\,\Omega_\kappa=-(1+\kappa)\Omega_\kappa$. Thus $\kappa=-(l+1)$ for $j=l+\tfrac12$ and $\kappa=l$ for $j=l-\tfrac12$. The operator $\sigma_r$ is a rotational scalar of odd parity, so it keeps $j,m_j$ and exchanges the two values of $l$, which means $\kappa\to-\kappa$. I choose phases so that $\sigma_r\Omega_\kappa=-\Omega_{-\kappa}$. Then

$$\boldsymbol\sigma\cdot\mathbf p\,f(r)\Omega_\kappa=i\left(f'+\frac{1+\kappa}{r}f\right)\Omega_{-\kappa}.$$

Set $u=P\,\Omega_\kappa/r$ and $w=iQ\,\Omega_{-\kappa}/r$ with real $P,Q$. For $f=P/r$ the bracket is $(P'+\kappa P/r)/r$. For the lower part $\kappa$ changes sign and $i\cdot i=-1$. The two equations become

$$P'=-\frac{\kappa}{r}P+BQ,\qquad Q'=\frac{\kappa}{r}Q-AP,$$
$$A=E-V-1,\qquad B=E-V+1.$$

The norms are $N_L=\int_0^\infty P^2dr$ and $N_S=\int_0^\infty Q^2dr$, with $N_L+N_S=1$. Hence $\langle\beta\rangle=N_L-N_S$.

## Simple case: the 1s level

Take $\kappa=-1$ and try $P=a\,r^\gamma e^{-\lambda r}$, $Q=b\,r^\gamma e^{-\lambda r}$. Matching the $1/r$ terms and the constant terms in both equations gives

$$a(\gamma-1)=\zeta b,\qquad b(\gamma+1)=-\zeta a,$$
$$-\lambda a=(1+E)b,\qquad -\lambda b=(1-E)a.$$

The first line requires $\gamma^2=1-\zeta^2$, the second $\lambda^2=1-E^2$. Each line also fixes the ratio $b/a$:

$$\frac{b^2}{a^2}=\frac{(1-\gamma)^2}{\zeta^2}=\frac{1-\gamma}{1+\gamma},\qquad
\frac{b^2}{a^2}=\frac{\lambda^2}{(1+E)^2}=\frac{1-E}{1+E}.$$

Therefore $E=\gamma=\sqrt{1-\zeta^2}$. Since $Q/P$ is constant, $N_S/N_L=b^2/a^2$, and

$$N_S=\frac{1-E}{2},\qquad N_L=\frac{1+E}{2},\qquad N_L-N_S=E .$$

**Limit.** For $\zeta\ll1$, $N_S\to\zeta^2/4$. The nonrelativistic estimate agrees: there $w\approx\boldsymbol\sigma\cdot\mathbf p\,u/2$, so $N_S\approx\langle p^2\rangle/4$, and the hydrogenic ground state has $\langle p^2\rangle=\zeta^2$. At the other end, $\zeta\to1$, the energy goes to zero and the two norms become equal.

The derivation used a constant ratio $Q/P$. An excited level with radial nodes does not have that property in general, so the relation $E=\langle\beta\rangle$ needs another proof.

## Generalization: a local virial identity

Keep $V(r)$ arbitrary and define

$$G=AP^2+BQ^2=(E-V)(P^2+Q^2)-(P^2-Q^2).$$

Both $A'$ and $B'$ equal $-V'$, so

$$\begin{aligned}
G'&=-V'(P^2+Q^2)+2AP\left(-\frac{\kappa}{r}P+BQ\right)+2BQ\left(\frac{\kappa}{r}Q-AP\right)\\
&=-V'(P^2+Q^2)+\frac{2\kappa}{r}(BQ^2-AP^2).
\end{aligned}$$

The terms $\pm2ABPQ$ have cancelled. The remaining bracket is itself a derivative:

$$(PQ)'=\left(-\frac{\kappa}{r}P+BQ\right)Q+P\left(\frac{\kappa}{r}Q-AP\right)=BQ^2-AP^2.$$

Hence $rG'=-rV'(P^2+Q^2)+2\kappa(PQ)'$. For $F=rG-2\kappa PQ$ this gives $F'=G+rG'-2\kappa(PQ)'$, or

$$F'=(E-V-rV')(P^2+Q^2)-(P^2-Q^2).$$

Now integrate from $0$ to $\infty$. For a bound state with $|E|<1$ in a potential that vanishes at large distance, $P$ and $Q$ decay exponentially and $F(\infty)=0$. Near a point nucleus, $P$ and $Q$ behave as $r^\gamma$ with

$$\gamma=\sqrt{\kappa^2-\zeta^2}>0,\qquad \zeta<|\kappa| .$$

This exponent is derived below. Both $PQ$ and $rG$ are then of order $r^{2\gamma}$, so $F(0)=0$. The averages of $V$ and $rV'$ exist because $r^{2\gamma-1}$ is integrable. The result is

$$E=\langle\beta\rangle+\langle V+rV'\rangle .$$

Comparing with $E=\langle H\rangle=\langle\boldsymbol\alpha\cdot\mathbf p\rangle+\langle\beta\rangle+\langle V\rangle$ gives the virial theorem in its usual form, $\langle\boldsymbol\alpha\cdot\mathbf p\rangle=\langle rV'\rangle$.

For the Coulomb field $rV'=+\zeta/r=-V$. The extra average vanishes, and in ordinary units

$$\langle c\,\boldsymbol\alpha\cdot\mathbf p\rangle=-\langle V\rangle,\qquad E=mc^2\langle\beta\rangle .$$

The condition at the origin matters. The radial equations also allow $r^{-\gamma}$, which is normalizable when $\gamma<\tfrac12$, that is for $\zeta>\sqrt3/2$ when $|\kappa|=1$. Normalizability alone then does not select the solution; the regular behaviour $r^\gamma$ is part of the definition of the problem.

**Limit.** In a weak field, $w\approx\boldsymbol\sigma\cdot\mathbf p\,u/2m c$ gives

$$\langle c\boldsymbol\alpha\cdot\mathbf p\rangle=2c\,\mathrm{Re}\langle u|\boldsymbol\sigma\cdot\mathbf p|w\rangle\approx\frac{\langle p^2\rangle}{m}=2\langle T\rangle,$$

with $T=p^2/2m$. The theorem becomes $2\langle T\rangle=-\langle V\rangle$, the nonrelativistic virial theorem for a Coulomb field.

## Norms of any level

For every regular Coulomb bound state there are now two linear equations, $N_L+N_S=1$ and $N_L-N_S=E/mc^2$. Half their sum and half their difference are

$$N_L=\frac12\left(1+\frac{E}{mc^2}\right),\qquad N_S=\frac12\left(1-\frac{E}{mc^2}\right)=\frac{mc^2-E}{2mc^2}.$$

The small-component norm is the binding energy divided by twice the rest energy. Here $E$ includes the rest energy.

A superposition of states of the same energy but different $\kappa$ or $m_j$ obeys the same formulas. The spinors are orthogonal, so $\langle\beta\rangle$ has no cross terms and is the weighted mean of equal values. Superpositions of different energies are not stationary and are not covered.

## The energies

To use the norms for all levels, I need $E$ for all levels. Insert

$$P=e^{-\lambda r}r^\gamma\sum_{k\ge0}a_kr^k,\qquad Q=e^{-\lambda r}r^\gamma\sum_{k\ge0}b_kr^k,\qquad \lambda=\sqrt{1-E^2},$$

into the Coulomb radial equations. The coefficients of $r^{\gamma+k-1}e^{-\lambda r}$ give

$$(\gamma+k+\kappa)a_k-\zeta b_k=\lambda a_{k-1}+(1+E)b_{k-1},$$
$$(\gamma+k-\kappa)b_k+\zeta a_k=\lambda b_{k-1}+(1-E)a_{k-1}.$$

For $k=0$ the right sides vanish, and a nonzero solution requires $\gamma^2-\kappa^2+\zeta^2=0$, the exponent used above. For $k\ge1$ the determinant is $(\gamma+k)^2-\gamma^2=k(k+2\gamma)>0$, so each pair follows uniquely from the one before.

Multiply the first equation by $\lambda$, the second by $1+E$, and subtract. Since $\lambda^2=(1+E)(1-E)$, the right side cancels, leaving $X_ka_k=Y_kb_k$ with

$$X_k=\lambda(\gamma+k+\kappa)-(1+E)\zeta,\qquad Y_k=\lambda\zeta+(1+E)(\gamma+k-\kappa).$$

Unless $X_k$ and $Y_k$ both vanish, $(a_k,b_k)=t_k(Y_k,X_k)$. Both vanish only if $\kappa^2-(\gamma+k)^2=\zeta^2$, hence only for $k=0$; $Y_0=0$ then needs $\kappa>\gamma$, so $\kappa>0$. I return to this case below.

Put the form with $t_k$ into the first recursion equation. The factor of $t_k$ on the left is

$$(\gamma+k+\kappa)Y_k-\zeta X_k=(1+E)\left[(\gamma+k)^2-\kappa^2+\zeta^2\right]=(1+E)k(k+2\gamma),$$

because the terms $\lambda\zeta(\gamma+k+\kappa)$ cancel. The factor of $t_{k-1}$ on the right is

$$\begin{aligned}
\lambda Y_{k-1}+(1+E)X_{k-1}
&=\lambda^2\zeta-(1+E)^2\zeta+2\lambda(1+E)(\gamma+k-1)\\
&=2(1+E)\left[\lambda(\gamma+k-1)-\zeta E\right].
\end{aligned}$$

Therefore

$$t_k=\frac{2[\lambda(\gamma+k-1)-\zeta E]}{k(k+2\gamma)}\,t_{k-1}.$$

If the series does not end, the ratio tends to $2\lambda/k$, as for $e^{2\lambda r}$. The sum then outgrows the decaying prefactor and the state is not normalizable. The series ends at degree $N$ when $\lambda(\gamma+N)=\zeta E$. This requires $E>0$, and with $\lambda^2=1-E^2$ it gives

$$\frac{E}{mc^2}=\left[1+\frac{\zeta^2}{(N+\gamma)^2}\right]^{-1/2},\qquad n=N+|\kappa| .$$

For $N=0$ and $\kappa>0$ this energy is $\gamma/\kappa$, just where $X_0=Y_0=0$. The $k=0$ equation gives $a_0:b_0=\zeta:(\kappa+\gamma)$, both positive, so the source $\lambda a_0+(1+E)b_0$ is not zero and the series continues to $k=1$. For $k\ge2$ the factor in the recursion is $\lambda(k-1)>0$, and it never ends. Thus $N=0$ occurs for $\kappa<0$ only, while $N\ge1$ occurs for both signs.

**Limit.** For small $\zeta$, $\gamma\approx|\kappa|-\zeta^2/2|\kappa|$, so

$$\frac1{(N+\gamma)^2}\approx\frac1{n^2}+\frac{\zeta^2}{|\kappa|n^3}.$$

Expanding the square root to fourth order in $\zeta$,

$$1-E\approx\frac{\zeta^2}{2n^2}+\frac{\zeta^4}{2|\kappa|n^3}-\frac{3\zeta^4}{8n^4},$$
$$N_S\approx\frac{\zeta^2}{4n^2}\left[1+\frac{\zeta^2}{n^2}\left(\frac{n}{|\kappa|}-\frac34\right)\right].$$

The leading term is the nonrelativistic binding energy over $2mc^2$. Since $n\ge|\kappa|$, the first correction is positive: the leading estimate is too small in a weak field.

## Numbers for a one-electron ion with Z = 80

Here $\zeta=0.583788$, and for $|\kappa|=1$, $\gamma=0.811906$. The 1s energy equals $\gamma$, so

$$N_S=\frac{1-0.811906}{2}=0.09405,\qquad N_L=0.90595 .$$

The binding energy is $0.188094\times510.999\ \text{keV}=96.12\ \text{keV}$. For $2s_{1/2}$, $N=1$ and

$$E=\left[1+\left(\frac{0.583788}{1.811906}\right)^2\right]^{-1/2}=0.951816,\qquad N_S=0.02409 .$$

These digits belong to the point-nucleus model; finite nuclear size and radiative corrections, which are left out, would alter the last digits for a real ion. A uniformly charged nucleus of radius 7 fm alone lowers the 1s binding energy to 96.06 keV and $N_S$ to 0.0939, and the rule $N_S=(1-E)/2$ is then no longer exact, because $V+rV'$ does not vanish inside the nucleus. The same steps give the other levels:

| level | $\kappa$ | $E/mc^2$ | binding (keV) | $N_S$ |
|---|---:|---:|---:|---:|
| $1s_{1/2}$ | −1 | 0.81191 | 96.12 | 0.0940 |
| $2s_{1/2}$ | −1 | 0.95182 | 24.62 | 0.0241 |
| $2p_{1/2}$ | 1 | 0.95182 | 24.62 | 0.0241 |
| $2p_{3/2}$ | −2 | 0.95645 | 22.25 | 0.0218 |
| $3s_{1/2}$ | −1 | 0.97912 | 10.67 | 0.0104 |
| $3d_{5/2}$ | −3 | 0.98088 | 9.77 | 0.0096 |

The levels $2s_{1/2}$ and $2p_{1/2}$ share $n$ and $|\kappa|$, hence their energy and norms, although their radial functions differ.

The nuclear charge enters the 1s norm as follows.

| $Z$ | $N_S$ | $\zeta^2/4$ | ratio |
|---:|---:|---:|---:|
| 1 | 0.0000133 | 0.0000133 | 1.000 |
| 20 | 0.00535 | 0.00533 | 1.005 |
| 40 | 0.0218 | 0.0213 | 1.022 |
| 60 | 0.0505 | 0.0479 | 1.053 |
| 80 | 0.0940 | 0.0852 | 1.104 |
| 100 | 0.1581 | 0.1331 | 1.188 |

The ratio is $2/(1+\gamma)$, because $1-\gamma=\zeta^2/(1+\gamma)$. The value of $N_S$ at $Z=40$ is also that of $2p_{3/2}$ at $Z=80$: levels with $N=0$ have $E=\gamma/|\kappa|=\sqrt{1-(\zeta/|\kappa|)^2}$, which depends on $\zeta/|\kappa|$ alone.

## What the norm does not tell

For the 1s level, dropping $Q$ loses 9.4% of the electron's charge. Rescaling $P$ to unit norm repairs the density completely in this model, because $Q/P$ is constant and $|\Omega_\kappa|^2=|\Omega_{-\kappa}|^2$, as $\sigma_r^2=1$ implies.

The same holds for every level with $N=0$, whose series has a single term, so that $Q/P$ is again constant. Levels with $N\ge1$ need more care. Near the nucleus the $k=0$ equation gives $Q/P=(\kappa+\gamma)/\zeta$. With $\zeta^2=(\kappa-\gamma)(\kappa+\gamma)$, the local share of the small component is

$$\frac{Q^2}{P^2+Q^2}\to\frac{\kappa+\gamma}{2\kappa}\qquad(r\to0).$$

At $Z=80$ this is 0.094 for $2s_{1/2}$ but 0.906 for $2p_{1/2}$, although each has a total $N_S$ of 0.024. The "small" component of $2p_{1/2}$ dominates close to the nucleus, out to about 320 fm. The limiting values belong to the point nucleus; inside a finite nucleus the shares tend to 0 for $2s_{1/2}$ and 1 for $2p_{1/2}$, while the crossover radius hardly moves. If the norms summed over all electrons are small enough, $Q$ may be dropped from the total charge, but this does not justify dropping it from a property that weights this region.

## Leaving the Coulomb field

In a many-electron atom the orbital moves in a screened potential. For a spherical local mean field $V$ the general identity gives, when the boundary terms vanish as before,

$$N_S=\frac{mc^2-E+\langle V+rV'\rangle}{2mc^2}.$$

The last average is what the Coulomb rule omits. As a model take $V=-\zeta e^{-\mu r}/r$. Then

$$rV'=\frac{\zeta e^{-\mu r}}{r}+\zeta\mu e^{-\mu r},\qquad V+rV'=\zeta\mu e^{-\mu r}>0 .$$

The value $\mu=0.2\,mc/\hbar$ used here, a screening length of 0.036 bohr, is stronger than atomic screening and is chosen to make the effect large: at $Z=80$ the Thomas–Fermi length is 0.21 bohr, and matching the initial slope of the Thomas–Fermi screening function gives $\mu\approx0.056\,mc/\hbar$. I keep $Z=80$, take this $\mu=0.2\,mc/\hbar$, and solve for the lowest $\kappa=-1$ state by diagonalizing the radial Hamiltonian. The basis has 40 Laguerre polynomials times $r^\gamma e^{-0.35r}$ for each component, with integrals by Gauss–Laguerre quadrature. In units of $mc^2$,

$$E=0.90627,\qquad \langle V+rV'\rangle=0.07476,\qquad \langle\beta\rangle=0.83151 .$$

The true norm is $N_S=(1-0.83151)/2=0.0842$. The Coulomb rule applied to this energy would give $(1-0.90627)/2=0.0469$, which is 44% below the true value. Screening has lowered the norm itself by only 10% from its unscreened value of 0.0940.

The limit of weak screening shows the mechanism. At distances where $\mu r\ll1$, $V\approx-\zeta/r+\zeta\mu$. The added constant raises the energy by $\zeta\mu$ but leaves the wavefunction, and so the norms, unchanged. In that limit $\langle V+rV'\rangle\to\zeta\mu$ removes the shift. The example follows the limit only qualitatively: the unscreened density $r^{2\gamma}e^{-2\zeta r}$ has $\langle r\rangle=(2\gamma+1)/2\zeta\approx2.2$, so $\mu\langle r\rangle\approx0.45$. The energy rises by $0.90627-0.81191=0.094$ rather than $\zeta\mu=0.117$. The average removes 0.075 of this, and the remaining 0.020 is the change of $\langle\beta\rangle$, that is, the 10% change of the norm.

For the decision at the start, this means that a screened orbital energy should not be put straight into the Coulomb formula. When the variation of the screening potential over the orbital is small compared with the binding energy, the bare-nucleus energy gives a first estimate of $N_S$; for the chosen $\mu$ this estimate is 12% too high relative to the true norm. In the weaker Thomas–Fermi field of a neutral atom with $Z=80$, the 1s norm is 0.0924, so the bare-nucleus estimate is 2% too high and the Coulomb rule applied to the screened energy is 12% too low. For the outer shells this variation is larger relative to the binding energy, and the estimate gets worse: in the same field it is 13–15% too high for the levels with $n=2$ and 47–58% too high for those with $n=3$. For the occupied levels with $n\ge4$ it is more than twice the true norm and should not be used. Summed over all 80 electrons, the small components in this field carry about 0.53 of an electron charge, against 0.79 from the bare-nucleus estimates. For a spherical local mean field the corrected formula is exact; nonlocal exchange, as in Dirac–Hartree–Fock, would add a further term. Even in a local field it needs the average $\langle V+rV'\rangle$ over the orbital density as well as the energy, so the energy alone no longer fixes the norm.
